# Why Pairing Makes the Lb Band of Alternant Hydrocarbons Weak

**Q:** The near-ultraviolet spectrum of naphthalene has a weak band, called Lb, polarised along the long axis. Much higher up there is a very strong band, Bb, with the same polarisation. If symmetry allows one, why is the other so weak?

**A:** Spatial symmetry does allow both. The suppression comes from a second symmetry, between electrons and holes, which is approximate in the real molecule and can be made exact in a model. Naphthalene is an alternant hydrocarbon: its carbons can be divided into two sublattices such that every bond joins one to the other. I give a site $\mu$ the sign $s_\mu=+1$ on one sublattice and $-1$ on the other.

The Pariser-Parr-Pople (PPP) model keeps one orthogonal $\pi$ orbital per carbon:

$$H=\sum_{\mu\nu\sigma}t_{\mu\nu}c^\dagger_{\mu\sigma}c_{\nu\sigma}+\tfrac12\sum_{\mu\nu}v_{\mu\nu}(n_\mu-1)(n_\nu-1).$$

Here $t_{\mu\nu}$ is real, symmetric and nonzero only between sublattices. All site energies are equal, and so are all on-site repulsions $v_{\mu\mu}=U$. There is one electron per site, and the ground state is a closed shell. Products of different site orbitals are dropped from charge densities (zero differential overlap), so position is diagonal in the sites.

I use Rydberg atomic units: $\hbar=1$, $2m=1$, $e^2=2$. The repulsion is the Ohno form $v(R)=U/\sqrt{1+(UR/2)^2}$, which tends to $e^2/R=2/R$ at large distance.

**Q:** What does the sublattice structure do to the orbitals?

**A:** It pairs them. Let $P_{\mu\nu}=\sum_\sigma\langle c^\dagger_{\mu\sigma}c_{\nu\sigma}\rangle$. The restricted mean-field (Fock) matrix is

$$F_{\mu\nu}=t_{\mu\nu}+\delta_{\mu\nu}\sum_\lambda v_{\mu\lambda}(P_{\lambda\lambda}-1)-\tfrac12v_{\mu\nu}(P_{\mu\nu}-\delta_{\mu\nu}).$$

The second term is the electrostatic potential of the net site charges; the third is exchange, with a factor ½ because only equal spins exchange. The $\delta_{\mu\nu}$ in the third term comes from the on-site identity $\tfrac12U(n-1)^2=Un_\uparrow n_\downarrow-\tfrac12Un+\tfrac12U$. Its mean-field potential is $\tfrac12U(P_{\mu\mu}-1)$, and the formula gives $U(P_{\mu\mu}-1)-\tfrac12U(P_{\mu\mu}-1)$, which is the same.

Suppose that $P_{\mu\mu}=1$ and that $P_{\mu\nu}=0$ for different sites of one sublattice. Then $F$ connects only opposite sublattices. With $S=\mathrm{diag}(s_\mu)$ this means $SFS=-F$, or $FS=-SF$. If $FC_i=-e_iC_i$, then

$$F(SC_i)=-SFC_i=+e_i\,SC_i .$$

Every occupied orbital $i$ at $-e_i$ has an empty partner $i'$ at $+e_i$, with the same coefficients apart from a sign change on one sublattice. I assume no orbital at zero energy, so the occupied orbitals are those with $e_i>0$.

The supposition must be consistent. Completeness of all orbitals reads

$$\sum_iC_{\mu i}C_{\nu i}(1+s_\mu s_\nu)=\delta_{\mu\nu}.$$

Within one sublattice $s_\mu s_\nu=1$, so $P_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}=\delta_{\mu\nu}$, as supposed.

**Q:** That shows a paired solution exists. Does naphthalene choose it?

**A:** In the worked example, yes. I take regular hexagons with bond length 2.65 $a_0$, $t=-0.18$ Ry and $U=0.80$ Ry. These are round model parameters. The iteration starts from random site energies, which break the pairing, and still converges to paired levels. The occupied energies are

$$-0.7271,\;-0.5779,\;-0.4953,\;-0.4038,\;-0.3254\ \text{Ry},$$

and the empty ones are their mirror images to rounding error.

**Q:** How do paired orbitals lead to paired transitions?

**A:** Take two different occupied orbitals $i$ and $j$. The excitations $i\to j'$ and $j\to i'$ both have the orbital gap $e_i+e_j$. The singlet configuration is

$$|i\to j'\rangle=\frac1{\sqrt2}\sum_\sigma a^\dagger_{j'\sigma}a_{i\sigma}|0\rangle .$$

Two equal spin contributions times $1/\sqrt2$ give $\sqrt2$. The transition matrix element of position is therefore

$$\mathbf D_{ij'}=\sqrt2\sum_\mu\mathbf r_\mu\,\rho_{ij}(\mu),\qquad \rho_{ij}(\mu)=s_\mu C_{\mu i}C_{\mu j}.$$

Since $\rho_{ij}=\rho_{ji}$, the two dipoles are equal, and so are the transition charges on each separate site.

This fixes a phase convention: the empty orbital is $+SC_j$. Reversing the sign of one orbital would exchange the labels "plus" and "minus" below, without changing any physical state.

For naphthalene the relevant pair is HOMO−1→LUMO and HOMO→LUMO+1. The common gap is $0.4038+0.3254=0.7292$ Ry, and each configuration has $|D_x|=2.68\,a_0$ along the long axis $x$. Each alone would absorb strongly, so spatial symmetry is not what removes the intensity of Lb.

**Q:** Two degenerate bright transitions should give me two bright bands. Where does one of them go?

**A:** The degeneracy holds before the configurations interact. The electron-hole interaction mixes them, and the Bethe-Salpeter equation describes this. In the Tamm-Dancoff approximation, which keeps only excitations out of the mean-field ground state, the singlet matrix is

$$A_{ij',kl'}=(e_i+e_j)\delta_{ik}\delta_{jl}+2K^x_{ij',kl'}-K^d_{ij',kl'},$$

$$K^x_{ij',kl'}=\sum_{\mu\nu}\rho_{ij}(\mu)v_{\mu\nu}\rho_{kl}(\nu),$$

$$K^d_{ij',kl'}=\sum_{\mu\nu}C_{\mu i}C_{\mu k}W_{\mu\nu}C_{\nu j}C_{\nu l}.$$

$K^d$ is the attraction between the hole at $\mu$ and the electron at $\nu$; the electron's signs enter as $s_\nu^2=1$. Both particles keep their spins, so two spin terms times the normalisation ½ give a factor 1. In $K^x$ one pair recombines and another is created, with independent spins: four terms times ½ give 2. In a triplet these four terms cancel.

With $W=v$ this is configuration interaction singles (CIS). A screened $W$ gives the usual Bethe-Salpeter form.

Now exchange $i$ with $j$ and $k$ with $l$. The gap is unchanged, and $K^x$ is unchanged because $\rho_{ij}=\rho_{ji}$. The direct term becomes

$$\sum_{\mu\nu}C_{\mu j}C_{\mu l}W_{\mu\nu}C_{\nu i}C_{\nu k},$$

which is the original after the labels $\mu,\nu$ are exchanged, since $W_{\mu\nu}=W_{\nu\mu}$. So $A$ commutes with the swap $i\to j'\leftrightarrow j\to i'$. If the amplitudes are written as a square matrix $X_{ij}$, the eigenstates can be chosen with $X$ symmetric (plus states) or antisymmetric (minus states).

**Q:** And the dipoles cancel in the minus states?

**A:** More than the dipoles. The transition charge on site $\mu$ is

$$Q_\mu=\sqrt2\,s_\mu\sum_{ij}C_{\mu i}X_{ij}C_{\mu j}.$$

For antisymmetric $X$, exchanging the summation labels gives $Q_\mu=-Q_\mu$, so $Q_\mu=0$ on every site. Then $\mathbf D=\sum_\mu\mathbf r_\mu Q_\mu=0$ in every direction.

Physically, the two excitations drive the same oscillation of charge between the atoms. Added, the oscillations reinforce each other; subtracted, nothing is left for a uniform electric field to act on.

Five occupied orbitals give 25 singlets: 10 antisymmetric combinations and 15 symmetric ones. The calculation finds 10 singlets without site charges. The HOMO→LUMO excitation has $i=j$, so it is its own partner and belongs to the plus states. It dominates the short-axis band La in the usual orbital description, and pairing does not forbid it.

**Q:** Why is the dark combination so far below the bright one?

**A:** Keep just the two configurations, and write $\rho=\rho_{ij}$ and $q_\mu=C_{\mu i}C_{\mu j}$. Let $J=\sum_{\mu\nu}C_{\mu i}^2W_{\mu\nu}C_{\nu j}^2$, and let $\rho v\rho$ and $qWq$ denote double sums over sites. The two diagonal elements of $A$ are equal:

$$A_{11}=e_i+e_j+2\rho v\rho-J.$$

The coupling follows by setting $k=j$, $l=i$:

$$A_{12}=2\rho v\rho-qWq.$$

The eigenvalues are $A_{11}\pm A_{12}$, so

$$E_-=e_i+e_j-J+qWq,$$
$$E_+=e_i+e_j-J+4\rho v\rho-qWq.$$

The plus state pays the repulsion of its own transition charges; the minus state has none. The minus state is lower if $2\rho v\rho>qWq$. Pairing alone does not guarantee this inequality, so it has to be checked.

With $W=v$, naphthalene has $J=0.4032$, $\rho v\rho=0.0401$ and $qvq=0.0108$ Ry. The condition holds, since $0.0802>0.0108$, and

$$E_-=0.7292-0.4032+0.0108=0.3368\ \text{Ry},$$
$$E_+=0.7292-0.4032+4(0.0401)-0.0108\simeq0.476\ \text{Ry}.$$

The normalised plus state has $D_x=(2.683+2.683)/\sqrt2=3.79\,a_0$. The oscillator strength is $f=(2m/3\hbar^2)E|\mathbf D|^2$, which is $E|\mathbf D|^2/3$ in these units. Thus $f_+\simeq0.476\times3.79^2/3\simeq2.3$, while $f_-=0$.

**Q:** Does this survive when all the other single excitations are included?

**A:** Yes, because the swap argument used the whole matrix. The CIS results are:

- Lb: 0.319 Ry (4.34 eV), $f=0$ to rounding error
- La: 0.306 Ry (4.16 eV), $f=0.13$
- Bb: 0.471 Ry (6.41 eV), $f=2.36$

The two configurations carry 96% of the weight of Lb, so the two-level picture is a good one here. These CIS energies put La below Lb, however, and I shall have to come back to that order.

There is a further consequence. On a minus state, $K^x$ acts through the sum $\sum_{kl}\rho_{kl}(\nu)X_{kl}$, which vanishes because $\rho$ is symmetric and $X$ antisymmetric. The triplet matrix is $A$ without $2K^x$. Each minus singlet is therefore degenerate with a triplet in the Tamm-Dancoff approximation. The numbers agree to rounding error for Lb. The same holds in the full equation of the next answer, because $K^x$ drops out of $B$ on minus states in the same way. It belongs to these single-excitation equations, and I do not claim it for the correlated states.

**Q:** My theory colleagues use screened interactions and do not make the Tamm-Dancoff approximation. Would they get a bright Lb?

**A:** Not from those changes. The full equation adds de-excitation amplitudes $Y$:

$$AX+BY=\omega X,\qquad BX+AY=-\omega Y,$$

$$B_{ij',kl'}=2K^x_{ij',kl'}-\sum_{\mu\nu}\rho_{il}(\mu)W_{\mu\nu}\rho_{kj}(\nu).$$

Under the swap, the last sum becomes $\sum\rho_{jk}(\mu)W_{\mu\nu}\rho_{li}(\nu)$. This is the original after exchanging $\mu$ and $\nu$, because $\rho$ is symmetric in its orbital labels. $A$ and $B$ both commute with the swap, so $X$ and $Y$ can be chosen with the same symmetry. The site charges contain $X+Y$, and they vanish again when it is antisymmetric.

Screening needs only a symmetric site matrix $W$. In the static random-phase approximation $W^{-1}=v^{-1}-\chi_0$, where $\chi_0$ is the symmetric response of the site charges without interaction, so $W$ is symmetric. With this $W$ and the antiresonant terms, Lb lies at 0.322 Ry and remains dark; La lies at 0.317 Ry with $f=0.13$. I kept the Hartree-Fock orbital energies. Quasiparticle corrections would leave the proof intact if they preserved the orbital pairing.

**Q:** Could it still be an artefact of starting from a mean field?

**A:** No. The model Hamiltonian itself has the symmetry. Define a unitary particle-hole transformation by

$$\mathcal P c_{\mu\sigma}\mathcal P^{-1}=s_\mu c^\dagger_{\mu\sigma}.$$

It turns $n_{\mu\sigma}$ into $1-n_{\mu\sigma}$, hence $n_\mu-1$ into $-(n_\mu-1)$. The interaction contains two such factors and is unchanged. A hopping term between sublattices becomes

$$t_{\mu\nu}s_\mu s_\nu c_{\mu\sigma}c^\dagger_{\nu\sigma}=-t_{\mu\nu}c_{\mu\sigma}c^\dagger_{\nu\sigma}=t_{\mu\nu}c^\dagger_{\nu\sigma}c_{\mu\sigma},$$

which is another term of the same symmetric sum. So $\mathcal P$ commutes with $H$. Applied twice it returns every $c_{\mu\sigma}$, so its phase can be chosen to make $\mathcal P^2=1$. A nondegenerate state at one electron per site then has a parity $p=\pm1$. For every site,

$$\langle0|n_\mu-1|n\rangle=-p_0p_n\langle0|n_\mu-1|n\rangle .$$

If $p_n=p_0$, all transition charges vanish.

The minus states fit this rule. The orbital operators transform as $a_{i\sigma}\to a^\dagger_{i'\sigma}$ and $a^\dagger_{j'\sigma}\to a_{j\sigma}$. Therefore

$$a^\dagger_{j'\sigma}a_{i\sigma}\to a_{j\sigma}a^\dagger_{i'\sigma}=-a^\dagger_{i'\sigma}a_{j\sigma}.$$

The mean-field ground state is mapped to itself up to a phase, since its filled and empty orbitals exchange roles twice: once through the pairing and once through creation and annihilation. The swap thus comes with an extra minus sign, and an antisymmetric $X$ has the parity of the ground state.

The symmetry does not say which parity the lowest correlated long-axis state has. I checked this by full configuration interaction: ten electrons on ten sites, 63504 determinants. The largest site charge is $3\times10^{-13}$ for Lb and 0.23 for La. Lb is dark in the exact solution of this model too.

**Q:** You promised to return to the order of Lb and La.

**A:** Full configuration interaction puts Lb at 0.275 Ry (3.75 eV) and La at 0.325 Ry (4.43 eV), the reverse of the CIS order. The Hamiltonian is the same, so the reversal comes from the correlation that CIS omits. The CIS order itself depends on the form of the repulsion: with the Mataga-Nishimoto form $v(R)=U/(1+UR/2)$ and the same $t$ and $U$, CIS already puts Lb (0.311 Ry) below La (0.332 Ry). Pairing explains the darkness of Lb; it does not determine whether Lb is the lowest singlet.

**Q:** But I do see the band. The model now explains too much.

**A:** It explains a zero, and the observed intensity must come from what the model leaves out. One such term is a hopping $t_2$ between second neighbours, which belong to the same sublattice. There $s_\mu s_\nu=+1$, so $\mathcal P$ reverses the sign of the term and maps $H(t_2)$ onto $H(-t_2)$. As long as both states can be followed smoothly from $t_2=0$, their phases under $\mathcal P$ stay those of equal parity, and the dipole operator supplies a minus sign:

$$\mathbf D_{\rm Lb}(-t_2)=-\mathbf D_{\rm Lb}(t_2).$$

An odd function starts linearly unless its slope vanishes, so $f$ starts as $t_2^2$. The same holds in CIS, because $\mathcal P$ maps the mean field and its single excitations at $t_2$ onto those at $-t_2$.

A part of the mechanism is visible at first order. The new hopping shifts partners $i$ and $i'$ by the same amount $\delta_i$, since two factors $s$ multiply to one. The gap of $i\to j'$ changes by $\delta_j-\delta_i$ and that of $j\to i'$ by $\delta_i-\delta_j$. The two configurations are no longer degenerate, their weights in Lb become unequal, and the cancellation is incomplete. The orbitals also change, and I have not separated the two contributions.

The CIS calculation, with the spatial symmetry kept, gives:

- $t_2=-0.005$ Ry: $|D_x|=0.0302\,a_0$, $f=9.7\times10^{-5}$
- $t_2=-0.010$ Ry: $|D_x|=0.0603\,a_0$, $f=3.9\times10^{-4}$

Doubling $t_2$ multiplies the dipole by 2.00 and $f$ by about 4. Even the larger value is only 0.3% of the La strength. These $t_2$ are chosen to show the scaling, so the result is not a prediction of the measured intensity.

**Q:** Suppose I want to make Lb brighter. Is it enough to distort the molecule?

**A:** Lowering the spatial symmetry is not enough by itself. Nothing in the proof required equal bonds. When the neighbour hoppings are varied at random by up to 10%, there are still 10 chargeless singlets. Within this model, a vibration that changes only those hoppings does not give Lb intensity.

A site-energy difference works otherwise. The term $\varepsilon(n_\mu-1)$ changes sign under $\mathcal P$ and breaks the pairing. A shift of $-0.02$ Ry on one carbon leaves no chargeless singlet at all. A substituent that changes the energy of its carbon's $\pi$ orbital, or a nitrogen replacing a carbon, introduces a term of this kind.

In the real molecule, orbital overlap, the $\sigma$ electrons and vibrations that change site energies or hoppings within a sublattice can also spoil the cancellation. Changes of the site positions or of the repulsions $v_{\mu\nu}$ between sites do not spoil it in the model, because the proof needs only a symmetric $v$ and a position that is diagonal in the sites. The model does not tell us how much each pairing-breaking term contributes in the real molecule. The long-axis polarisation of Lb refers to the electronic transition at the symmetric geometry; once the pairing is only approximate, an in-plane distortion that lowers the symmetry can mix in La and give the band a short-axis component. The numerical check provides the numerical check of the results for the Ohno repulsion.

## Table of computed values

```
bond length                         2.65 a0
neighbour hopping t                 -0.18 Ry
on-site repulsion U                 0.80 Ry
neighbour repulsion v               0.5490 Ry
occupied orbital energies (Ry)      [-0.7271 -0.5779 -0.4953 -0.4038 -0.3254]
empty orbital energies (Ry)         [0.3254 0.4038 0.4953 0.5779 0.7271]
largest pairing error               1.6e-15 Ry
Two configurations: HOMO-1->LUMO and HOMO->LUMO+1
common orbital gap                  0.7292 Ry
|D_x| of first, second              2.6833, 2.6833 a0
J                                   0.4032 Ry
rho v rho                           0.0401 Ry
q v q                               0.0108 Ry
E_minus, two configurations         0.3368 Ry
E_plus, two configurations          0.4755 Ry
All single excitations (CIS)
Lb energy                           0.3188 Ry = 4.34 eV
Lb oscillator strength              3.59e-32
La energy                           0.3056 Ry = 4.16 eV
La oscillator strength              0.13
Bb energy                           0.4714 Ry = 6.41 eV
Bb oscillator strength              2.36
weight of the pair in Lb            0.9569
Lb singlet-triplet difference       5.6e-17 Ry
chargeless singlets, all singlets   10, 25
Screened W with antiresonant terms
Lb energy                           0.3225 Ry
Lb oscillator strength              2.8e-30
La energy                           0.3166 Ry
La oscillator strength              0.1316
Full configuration interaction
determinants                        63504
Lb energy                           0.2755 Ry = 3.75 eV
La energy                           0.3254 Ry = 4.43 eV
largest site charge, Lb             3.2e-13
largest site charge, La             0.2270
La oscillator strength              0.1254
Pairing broken by hopping t2 inside a sublattice (CIS)
t2 = -0.005 Ry: Lb |D_x|, f        0.03018 a0, 9.681e-05
t2 = -0.010 Ry: Lb |D_x|, f        0.06030 a0, 3.863e-04
ratio of the two |D_x|              1.9979
chargeless, hoppings varied <= 10%  10
site-energy shift on one carbon     -0.02 Ry
chargeless, one site shifted        0
```
